# The Sabatier volcano for dissociative adsorption followed by product desorption: a program that tests the result

```python
"""Sabatier volcano for A2 + 2* <-> 2A*, then A* + B(g) -> AB(g) + *.
eps: energy of A* relative to half A2 (eV). Dissociation barrier: 2*alpha*eps + beta.
Desorption transition state: s*eps + c, hence barrier c - (1-s)*eps.
S1, S2: activation entropies (eV/K); pA, pB: pressures relative to 1 bar.
Result under test (irreversible dissociation): the rate peaks at coverage
theta = alpha/(alpha+1-s), at
eps = [c-beta+T(S1-S2)+kT ln(2 pA (1-theta)^2/(pB theta))]/(2 alpha+1-s).
Also tested: peak height, shifts, and the condition for reversible dissociation.
Rates are A2 molecules converted per site and second.
"""
import numpy as np
from scipy.constants import k as k_joule, h as h_joule, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

KB = k_joule / charge
H = h_joule / charge
ALPHA, S = 0.8, 0.4
SIGMA = 1 - S
S1, S2 = -2.0e-3, -1.5e-3
BETA, C = 2.0, 0.3
E_PRODUCT = -0.5   # energy of AB(g) relative to half A2 + B, eV


def constants(eps, T, pA, pB, beta, c, reversible):
    """Forward dissociation, its reverse, and desorption, all in 1/s."""
    kT = KB * T
    e1 = 2 * ALPHA * eps + beta
    e2 = S * eps + c - eps
    forward = kT / H * np.exp(S1 / KB - e1 / kT) * pA
    backward = kT / H * np.exp(-(e1 - 2 * eps) / kT) if reversible else 0.0
    desorb = kT / H * np.exp(S2 / KB - e2 / kT) * pB
    return forward, backward, desorb


def steady(eps, T=600., pA=1., pB=1., beta=BETA, c=C, reversible=False):
    """Coverage and rate from a numerical root of the site balance."""
    f, b, d = constants(eps, T, pA, pB, beta, c, reversible)
    scale = f + b + d

    def balance(x):
        return (2 * f * (1 - x)**2 - 2 * b * x**2 - d * x) / scale
    theta = brentq(balance, 0, 1, xtol=1e-18, rtol=1e-15)
    return theta, d * theta / 2


def numeric_peak(**kw):
    """Maximize the computed rate where the dissociation barrier is positive."""
    low = -kw.get("beta", BETA) / (2 * ALPHA) + 0.005
    res = minimize_scalar(lambda x: -np.log(steady(x, **kw)[1]),
                          bounds=(low, 0.2), method="bounded",
                          options={"xatol": 1e-9})
    return res.x


THETA = ALPHA / (ALPHA + SIGMA)
DEN = 2 * ALPHA + SIGMA


def formula_peak(T=600., pA=1., pB=1., beta=BETA, c=C):
    log_term = np.log(2 * pA * (1 - THETA)**2 / (pB * THETA))
    return (c - beta + T * (S1 - S2) + KB * T * log_term) / DEN


T0 = 600.
kT0 = KB * T0
print(f"Inputs: alpha = {ALPHA}, s = {S}, sigma = {SIGMA:.1f}")
print(f"Inputs: beta = {BETA} eV, c = {C} eV")
print(f"Inputs: S1 = {S1*1e3:.1f} meV/K, S2 = {S2*1e3:.1f} meV/K")
print(f"Inputs: T = {T0:.0f} K, pA = pB = 1 bar; kT = {kT0:.5f} eV")
print(f"Input: product energy per AB = {E_PRODUCT} eV")

# Peak position and coverage
peak = numeric_peak()
peak_formula = formula_peak()
theta_peak, rate_peak = steady(peak)
assert abs(peak - peak_formula) < 1e-6
assert abs(theta_peak - THETA) < 1e-4
peak_full = numeric_peak(reversible=True)
assert abs(peak_full - peak_formula) < 1e-4
print(f"Peak coverage: formula {THETA:.4f}, numerical {theta_peak:.4f}")
print(f"Peak eps: formula {peak_formula:.5f} eV, numerical {peak:.5f} eV")
print(f"Peak eps with reversible dissociation: {peak_full:.5f} eV")
e1_peak = 2 * ALPHA * peak + BETA
e2_peak = C - SIGMA * peak
reverse_des = S * peak + C - E_PRODUCT
assert min(e1_peak, e1_peak - 2 * peak, e2_peak, reverse_des) > 0
print(f"Barriers at peak: dissociation {e1_peak:.4f} eV, "
      f"desorption {e2_peak:.4f} eV")
print(f"Reverse barriers at peak: recombination {e1_peak-2*peak:.4f} eV, "
      f"AB readsorption {reverse_des:.4f} eV")


# Crossing of the two limiting rates, found numerically
def log_gap(x):
    f, _, d = constants(x, T0, 1., 1., BETA, C, False)
    return np.log(2 * f / d)


cross = brentq(log_gap, -1.2, 0.2)
cross_formula = (C - BETA + T0 * (S1 - S2) + kT0 * np.log(2)) / DEN
assert abs(cross - cross_formula) < 1e-9
rate_cross = constants(cross, T0, 1., 1., BETA, C, False)[0]
ratio_formula = ((1 - THETA)**(2 * SIGMA / DEN)
                 * THETA**(2 * ALPHA / DEN))
assert abs(rate_peak / rate_cross - ratio_formula) < 1e-6
print(f"Crossing of limiting lines: eps = {cross:.5f} eV, "
      f"rate {rate_cross:.4e} 1/s")
print(f"Peak rate: {rate_peak:.4e} 1/s")
print(f"Peak/crossing rate: numerical {rate_peak/rate_cross:.5f}, "
      f"formula {ratio_formula:.5f}")


# Slopes: on both legs and at general coverage
def log_slope(x, step=1e-4):
    return kT0 * (np.log(steady(x + step)[1])
                  - np.log(steady(x - step)[1])) / (2 * step)


for x in (-1.1, -0.95, -0.9, -0.8):
    th = steady(x)[0]
    assert abs(log_slope(x) - (SIGMA - DEN * (1 - th) / (1 + th))) < 1e-4
strong, weak = log_slope(-1.2), log_slope(-0.5)
assert abs(strong - SIGMA) < 0.01 and abs(weak + 2 * ALPHA) < 0.001
print(f"kT dln(r)/deps: {strong:.4f} at -1.2 eV, {weak:.4f} at -0.5 eV")

# Volcano table with reversible dissociation, and the upper bound
for x in (-1.2, -1.1, -1.0, -0.9, -0.8, -0.7, -0.6):
    th, rate = steady(x, reversible=True)
    f, _, d = constants(x, T0, 1., 1., BETA, C, True)
    assert rate < min(f, d / 2)
    print(f"eps {x:.1f} eV: coverage {th:.3e}, rate {rate:.3e} 1/s, "
          f"bound {min(f, d/2):.3e} 1/s")

# Time evolution from an empty surface reaches the steady state
f, b, d = constants(-0.9, T0, 1., 1., BETA, C, True)
run = solve_ivp(lambda t, y: 2*f*(1-y)**2 - 2*b*y**2 - d*y, (0, 100 / d), [0.],
                method="LSODA", rtol=1e-9, atol=1e-12)
assert run.success
assert abs(run.y[0, -1] - steady(-0.9, reversible=True)[0]) < 1e-6
print(f"Time integration at -0.9 eV: final coverage {run.y[0, -1]:.5f}")

# Temperature and pressure shifts
for T in (500., 600., 700.):
    numerical = numeric_peak(T=T, reversible=True)
    assert abs(numerical - formula_peak(T=T)) < 3e-4
    print(f"T = {T:.0f} K: peak eps formula {formula_peak(T=T):.5f} eV, "
          f"reversible {numerical:.5f} eV")
slope_num = (numeric_peak(T=650.) - numeric_peak(T=550.)) / 100
slope_formula = (S1 - S2 + KB * np.log(2 * (1-THETA)**2 / THETA)) / DEN
assert abs(slope_num - slope_formula) < 1e-7
print(f"Temperature slope: numerical {slope_num*1e3:.4f} meV/K, "
      f"formula {slope_formula*1e3:.4f} meV/K")
# A large pressure ratio reverses the direction of the temperature shift
slope_high = (numeric_peak(T=650., pA=100., pB=0.01)
              - numeric_peak(T=550., pA=100., pB=0.01)) / 100
assert slope_num < 0 < slope_high
print(f"Temperature slope at pA = 100 bar, pB = 0.01 bar: "
      f"{slope_high*1e3:.4f} meV/K")
decade = kT0 * np.log(10) / DEN
for a, b_, expected in ((10., 1., decade), (1., 10., -decade), (10., 10., 0.)):
    shift = numeric_peak(pA=a, pB=b_) - peak
    assert abs(shift - expected) < 1e-6
    print(f"pA = {a:.0f} bar, pB = {b_:.0f} bar: peak shift "
          f"{shift*1e3 + 0.0:+.2f} meV, formula {expected*1e3:+.2f} meV")

# Partly reversible dissociation: general stationary condition
mid = dict(beta=1.2, c=0.3, reversible=True)
x_mid = numeric_peak(**mid)
th_mid = steady(x_mid, **mid)[0]
f, b, d = constants(x_mid, T0, 1., 1., 1.2, 0.3, True)
z = b * th_mid**2 / (f * (1 - th_mid)**2)
left = th_mid / (1 - th_mid)
right = (ALPHA + z * (S - ALPHA)) / (1 - S)
assert 0.01 < z < 0.999 and abs(left / right - 1) < 1e-4
print(f"Partly reversible (beta 1.2 eV, c 0.3 eV): peak eps {x_mid:.5f} eV")
print(f"  irreversible formula would give "
      f"{formula_peak(beta=1.2, c=0.3):.5f} eV")
print(f"  z = {z:.4f}, coverage {th_mid:.4f}; theta/(1-theta) = {left:.5f}, "
      f"condition {right:.5f}")

# Quasi-equilibrated dissociation
quasi = dict(beta=1.2, c=0.9, reversible=True)
x_q = numeric_peak(**quasi)
x_q_formula = (T0 * S1 - 2 * kT0 * np.log(S / (1 - S))) / 2
th_q = steady(x_q, **quasi)[0]
assert abs(x_q - x_q_formula) < 1e-4 and abs(th_q - S) < 1e-3
shift_A = numeric_peak(pA=10., **quasi) - x_q
shift_B = numeric_peak(pB=10., **quasi) - x_q
assert abs(shift_A - kT0 * np.log(10) / 2) < 1e-4 and abs(shift_B) < 1e-4
print(f"Quasi-equilibrated (beta 1.2 eV, c 0.9 eV): peak eps {x_q:.5f} eV, "
      f"formula {x_q_formula:.5f} eV")
print(f"  coverage {th_q:.4f}; shift for tenfold pA {shift_A*1e3:.2f} meV, "
      f"formula {kT0*np.log(10)/2*1e3:.2f} meV")
print(f"  shift for tenfold pB {shift_B*1e3:.3f} meV")

# Another adsorption energy D as horizontal axis
a_line, b_line = 0.5, -0.4
D_num = minimize_scalar(lambda D: -np.log(steady(a_line * D + b_line)[1]),
                        bounds=(-1.6, 1.0), method="bounded",
                        options={"xatol": 1e-9}).x
D_formula = (peak_formula - b_line) / a_line
assert abs(D_num - D_formula) < 1e-5
print(f"Scaling line eps = {a_line} D + ({b_line} eV): peak D numerical "
      f"{D_num:.5f} eV, formula {D_formula:.5f} eV")
print("PASS")
```

It prints:

```
Inputs: alpha = 0.8, s = 0.4, sigma = 0.6
Inputs: beta = 2.0 eV, c = 0.3 eV
Inputs: S1 = -2.0 meV/K, S2 = -1.5 meV/K
Inputs: T = 600 K, pA = pB = 1 bar; kT = 0.05170 eV
Input: product energy per AB = -0.5 eV
Peak coverage: formula 0.5714, numerical 0.5714
Peak eps: formula -0.91947 eV, numerical -0.91947 eV
Peak eps with reversible dissociation: -0.91947 eV
Barriers at peak: dissociation 0.5288 eV, desorption 0.8517 eV
Reverse barriers at peak: recombination 2.3678 eV, AB readsorption 0.4322 eV
Crossing of limiting lines: eps = -0.89280 eV, rate 1.6477e-02 1/s
Peak rate: 6.9088e-03 1/s
Peak/crossing rate: numerical 0.41931, formula 0.41931
kT dln(r)/deps: 0.5984 at -1.2 eV, -1.6000 at -0.5 eV
eps -1.2 eV: coverage 9.986e-01, rate 4.656e-04 1/s, bound 4.663e-04 1/s
eps -1.1 eV: coverage 9.879e-01, rate 1.470e-03 1/s, bound 1.488e-03 1/s
eps -1.0 eV: coverage 9.029e-01, rate 4.288e-03 1/s, bound 4.749e-03 1/s
eps -0.9 eV: coverage 4.345e-01, rate 6.585e-03 1/s, bound 1.516e-02 1/s
eps -0.8 eV: coverage 1.857e-02, rate 8.983e-04 1/s, bound 9.326e-04 1/s
eps -0.7 eV: coverage 2.735e-04, rate 4.222e-05 1/s, bound 4.224e-05 1/s
eps -0.6 eV: coverage 3.884e-06, rate 1.913e-06 1/s, bound 1.913e-06 1/s
Time integration at -0.9 eV: final coverage 0.43446
T = 500 K: peak eps formula -0.89502 eV, reversible -0.89502 eV
T = 600 K: peak eps formula -0.91947 eV, reversible -0.91947 eV
T = 700 K: peak eps formula -0.94393 eV, reversible -0.94394 eV
Temperature slope: numerical -0.2446 meV/K, formula -0.2446 meV/K
Temperature slope at pA = 100 bar, pB = 0.01 bar: 0.1162 meV/K
pA = 10 bar, pB = 1 bar: peak shift +54.11 meV, formula +54.11 meV
pA = 1 bar, pB = 10 bar: peak shift -54.11 meV, formula -54.11 meV
pA = 10 bar, pB = 10 bar: peak shift -0.00 meV, formula +0.00 meV
Partly reversible (beta 1.2 eV, c 0.3 eV): peak eps -0.58731 eV
  irreversible formula would give -0.55584 eV
  z = 0.8918, coverage 0.4249; theta/(1-theta) = 0.73881, condition 0.73881
Quasi-equilibrated (beta 1.2 eV, c 0.9 eV): peak eps -0.57904 eV, formula -0.57904 eV
  coverage 0.4000; shift for tenfold pA 59.53 meV, formula 59.53 meV
  shift for tenfold pB -0.001 meV
Scaling line eps = 0.5 D + (-0.4 eV): peak D numerical -1.03895 eV, formula -1.03895 eV
PASS
```
